Crystal growth speed needed to close a 20 nm amorphous dome

**The estimate from dimensions**

An amorphous dome shrinks because crystal grows into it from its boundary. If the front speed v is uniform and nothing crystallizes in the interior, the problem contains one length, the dome radius R, and one time, the time t allowed for closure. The only speed that can be built from them is R/t, so

v = C R/t,

where C is a pure number fixed by the shape of the dome and by the part of its surface that touches crystal.

A dome 20 nm wide has R = 10 nm. With t = 10 ns and C near one,

v ≈ 10 nm / 10 ns = 1 nm/ns = 1 m/s.

The phrase "20 nm dome" needs a convention. Here it means the width of the base. If 20 nm were the radius, the same argument would give 2 m/s. The estimate is therefore one of order of magnitude until the geometry is stated, and it gives the speed that is required, which a given material may or may not reach.

**The controlled derivation: finding C**

Take a half-sphere of radius R resting on an inert heater. Its whole curved surface, called the rim here, touches crystal. The front advances along its own normal at the same speed v everywhere and in every direction. The algebra holds in any consistent units.

Crystal spreading at speed v covers a path of length ℓ in time ℓ/v. A point p is therefore reached first along the shortest path from the crystal. The dome is convex, so the straight segment from p to the nearest crystal stays inside it, and the arrival time is

τ(p) = d(p)/v,

with d(p) the distance from p to the curved surface.

Let s be the distance of p from the base centre. For any point q on the curved surface the triangle inequality gives R ≤ s + |q − p|, hence |q − p| ≥ R − s. Equality holds where the ray from the base centre through p meets the surface. Therefore

d(p) = R − s.

This is largest at s = 0, so the base centre crystallizes last, at time R/v. Closure within t requires

v ≥ R/t,

which means C = 1. As a test, the arrival-time equation |∇τ| = 1/v was solved on a grid of spacing 0.1 nm. At 1 m/s it gave closure in 9.92 ns, against 10 ns from the formula.

**Other shapes and other contacts**

Real domes need not be half-spheres. Let a spherical cap have base radius a and height h, and let S be the radius of the sphere it is cut from. The base circle lies at distance |S − h| from the sphere's centre plane, so

S² = a² + (S − h)².

Expanding the square and cancelling S² gives 2Sh = a² + h², or

S = (a² + h²)/(2h).

For a shallow cap, h ≤ a, a vertical line from any interior point meets the curved surface within a distance h. No point is farther from crystal than that. The base centre lies S − h from the sphere's centre, so its distance to the surface is S − (S − h) = h. The required speed is h/t.

For a tall cap, h > a, the sphere's centre lies inside the dome, at distance S from the surface. A horizontal line from any other point meets the surface within S, so no point is farther away. The required speed is S/t.

With a = 10 nm, a height of 6 nm requires 0.60 m/s. A height of 14 nm gives S = (100 + 196)/28 = 10.57 nm and requires 1.06 m/s. At fixed base width, flattening the dome helps much more than this increase in height hurts.

If crystal touches a half-spherical dome only along its base circle, the top is the last point to crystallize. A point at distance ρ from the axis and height z has squared distance (R − ρ)² + z² = R² − 2Rρ + s² to the nearest point of that circle. Since s ≤ R, this is at most 2R², a value reached at the top. Then C = √2, and the required speed is 1.41 m/s.

**A front whose speed varies**

The temperature in a cell is not uniform, and neither is the growth speed. Suppose v depends only on s. Any path to the base centre must cross every radius, and a radial path does so with the least length, so

t = ∫₀ᴿ ds/v(s).

The quantity that must equal R/t is thus the harmonic mean of the speed along the radius. For a linear profile from v_r at the rim to v_c at the centre, ds = −R dv/(v_c − v_r), and the integral becomes

t = R ln(v_c/v_r)/(v_c − v_r).

With v_r = 0.50 m/s and v_c = 1.50 m/s, the plain average along the radius is still 1 m/s, but t = 10 ln 3 = 10.99 ns. All speeds must rise by a factor 1.10 to meet the deadline. As v_r tends to zero with v_c held fixed, the logarithm diverges: a rim too cold to grow defeats closure however fast the centre would be.

**What 1 m/s asks of the atoms**

For numbers, take rough values in the regime of Ge₂Sb₂Te₅ at T = 750 K: melting point T_m = 900 K, fusion enthalpy H = 0.12 eV per atom, atomic volume Ω = 0.030 nm³ and layer spacing b = 0.3 nm. Each layer must then be completed in 0.30 ns, and about 33 layers separate rim and centre.

The free energy gained per crystallized atom is Δμ = H − TΔS. If H and ΔS are taken as constant, the condition Δμ = 0 at T_m gives ΔS = H/T_m, so

Δμ = H(1 − T/T_m) = 0.12 × (1 − 750/900) = 0.020 eV.

Let layers attach at rate k₊ = ν exp(−E/kT) and detach at rate k₋. Detailed balance requires k₋ = k₊ exp(−Δμ/kT). The net speed is

v = b(k₊ − k₋) = bν exp(−E/kT)[1 − exp(−Δμ/kT)].

Dividing by v, multiplying by exp(E/kT) and taking the logarithm gives

E = kT ln{bν[1 − exp(−Δμ/kT)]/v}.

With kT = 0.0646 eV and an assumed attempt rate ν = 10⁴ per ns, the bracket is 0.27 and E ≈ 0.43 eV. A larger effective barrier would make a flat front at 750 K slower than 1 m/s. This ceiling depends on the assumed ν: a tenfold larger ν raises it by kT ln 10 ≈ 0.15 eV. It is also not given by the slope of a measured plot of ln v against 1/T: the factor 1 − exp(−Δμ/kT) changes with temperature too, and the mobility of a supercooled liquid need not follow one fixed barrier.

**Curvature helps the front**

As the dome shrinks, its interface disappears too. Let g = Δμ/Ω = 0.667 eV/nm³ be the driving energy density and γ = 0.40 eV/nm² a rough interface energy. Assume that both phases have the same interface energy with the heater, which corresponds to a right-angle contact. The excess energy of a dome of radius r is

G = g(2πr³/3) + γ(2πr²).

Its volume changes by dV = 2πr² dr, so

dG/dV = g + 4πγr/(2πr²) = g + 2γ/r.

To leading order in the driving energy, speed is proportional to this quantity. With v₀ the speed of a flat front and c = 2γ/g = 1.20 nm,

v(r) = v₀(1 + c/r).

The closure time follows from r/(r + c) = 1 − c/(r + c):

t = (1/v₀)∫₀ᴿ r dr/(r + c) = [R − c ln(1 + R/c)]/v₀.

The flat-front speed needed is therefore (10 − 1.20 ln 9.33)/10 ≈ 0.73 m/s. Keeping the full exponential factor of the growth law, with k₊ unchanged, gives 0.77 m/s. Curvature thus lowers the requirement by about a quarter in this model. A macroscopic γ becomes doubtful when r is about 1 nm, so this correction is uncertain in the last stage of closure. If curvature gave no help below r = 2 nm, the linear result would rise from 0.73 to 0.85 m/s, so nearly half of the gain comes from those small radii.

**Heat and lost time**

Crystallization releases latent heat L = H/Ω per volume. A half-spherical front of radius r produces power 2πr²vL. If the base is insulating and the heat flows outward steadily, Fourier's law at radius x > r reads

−κ(2πx²) dT/dx = 2πr²vL.

Integrating from r to infinity gives the rise at the front,

ΔT = Lvr/κ.

For κ = 0.3 W/(m K) this is 21 K at r = R. The heat leaves through crystal, which usually conducts better than this, and the rise is then smaller. A calculation with a moving front and a heat capacity of 1.3 J/(cm³ K) gives a peak of about 15 K. Warming reduces the driving energy but speeds attachment. With the barrier held at 0.43 eV, the net change in speed at that peak is an increase of about 2%.

The heating of the cell can matter more. If 2 ns of the 10 ns pass before growth temperature is reached, and any growth during that time is ignored, the requirement becomes 10/8 = 1.25 m/s. Heat diffuses across R in about 0.43 ns, but this time grows as the square of the distance, and over 50 nm it is about 11 ns. The estimate therefore applies to time spent at growth temperature, which can be shorter than the electrical pulse.

**When nucleation changes the answer**

Let J be the nucleation rate per volume. The untransformed volume at time t′ is V(1 − t′/t)³, where V = 2πR³/3 = 2094 nm³. The expected number of nuclei is

N = JV∫₀ᵗ(1 − t′/t)³ dt′ = JVt/4.

One nucleus is expected when J = 4/(Vt) = 1.9 × 10⁻⁴ per nm³ per ns.

The energy of a spherical nucleus is 4πr²γ − (4π/3)r³g. Setting its derivative, 8πrγ − 4πr²g, to zero gives r = 2γ/g, and substitution gives the barrier

W = 16πγ³/g² − 32πγ³/(3g²) = 16πγ³/(3g²) = 2.41 eV.

With the simple prefactor k₊/Ω, the resulting rate is about 3 × 10⁻¹⁴ per nm³ per ns, which is negligible at 750 K. This need not carry over to cooler material: at 600 K the same formulas give W = 0.60 eV and a rate of about 7 × 10⁻⁴ per nm³ per ns, above the value for one nucleus. That figure rests on constant H and ΔS 300 K below melting, which overestimates Δμ when the liquid has a larger heat capacity than the crystal. With the Thompson–Spaepen form Δμ = H(1 − T/T_m) × 2T/(T_m + T), and E again chosen to give 1 m/s at 750 K, W at 600 K is 0.94 eV and the rate is about 1 × 10⁻⁶ per nm³ per ns, well below the value for one nucleus. These rough inputs therefore do not settle whether nuclei form while the cell heats up or near a cool rim. Even at 750 K the conclusion is fragile, because γ³ stands in an exponent. At γ ≈ 0.29 eV/nm², with the other inputs fixed, W falls to 0.94 eV and one nucleus is expected. The estimate also omits nucleation on the heater surface. With the right-angle contact assumed above, such a nucleus is a half-sphere and its barrier is W/2, or 1.21 eV at 750 K and γ = 0.40 eV/nm². Take one site per area b² and a rate k₊ exp(−W/(2kT)) per site. The uncovered base area shrinks as πR²(1 − t′/t)², so the expected number is k₊ exp(−W/(2kT)) πR²t/(3b²). In 10 ns this is about 0.001 at 750 K, still negligible, but about one at 700 K with constant H and ΔS, and about 0.04 at 700 K with the Thompson–Spaepen form.

**Comparison with a real cell**

The example resembles a small mushroom-type cell, in which the amorphous dome sits on a narrow heater. Domes some tens of nanometres wide are also made, and the requirement scales with size: at the same shape and time, a width of 50 nm needs 2.5 m/s. Growth speeds of roughly 1 m/s are plausible for Ge₂Sb₂Te₅ near its most favourable temperature, so the deadline is demanding but not absurd. The absence of nucleation is open to doubt for this material, especially where the cell is cooler than 750 K. If one nucleus were present at the base centre from the start, the distance to the nearest crystal would be the smaller of s and R − s. Its largest value is R/2, so at uniform speed the requirement would drop to 0.5 m/s. This ignores curvature, which slows a small nucleus as v₀(1 − c/r) and stops it at r = c. In the linear curvature model the flat-front speed needed is 0.64 m/s for a starting radius of 1.21 nm and 0.51 m/s for 1.5 nm, against 0.73 m/s with no nucleus.

The envelope estimate and the derivation agree at 1 m/s for the half-sphere. The separate changes worked out in numbers here, at a width of 20 nm and a deadline of 10 ns, move the requirement between about 0.5 and 1.4 m/s; a rim that hardly grows would raise it without limit. "Near one metre per second" is justified at that level of precision. The main computed values are listed in the numerical output below.

Computed values

```
dome base width: 20 nm; radius: 10 nm
time allowed: 10 ns
required speed, half-sphere: 1.00 m/s
required speed if 20 nm is the radius: 2.00 m/s
cap height 10 nm: required speed 1.000 m/s
  numerical closure time at 1 m/s: 9.92 ns
cap height 6 nm: required speed 0.600 m/s
  numerical closure time at 1 m/s: 6.00 ns
cap height 14 nm: required speed 1.057 m/s
  numerical closure time at 1 m/s: 10.54 ns
growth from base circle only: required speed 1.41 m/s
  numerical closure time at 1 m/s: 14.25 ns
uneven speed, rim: 0.50 m/s; centre: 1.50 m/s
  closure time, formula: 10.99 ns
  closure time, numerical: 10.89 ns
  factor by which speeds must rise: 1.10
heating delay: 2 ns; speed: 1.25 m/s
temperature: 750 K; melting point: 900 K
thermal energy kT: 0.0646 eV
fusion enthalpy: 0.12 eV/atom
atomic volume: 0.030 nm^3
driving energy: 0.020 eV/atom; density: 0.667 eV/nm^3
layer spacing: 0.3 nm; attempt rate: 10000 per ns
time per layer: 0.30 ns
layers from rim to centre: 33.3
largest effective barrier: 0.432 eV
forward rate: 12.52 per ns; backward: 9.19 per ns
mean front shift in 1 ns, master equation: 1.0000 nm
interface energy: 0.40 eV/nm^2
capillary length 2 gamma/g: 1.20 nm
flat-front speed needed, linear capillarity: 0.732 m/s
flat-front speed needed, full factor: 0.774 m/s
heat conductivity: 0.3 W/(m K)
heat capacity: 1.3 J/(cm^3 K)
heat diffusion time over R: 0.43 ns
latent heating, steady estimate: 21.4 K
latent heating, moving front peak: 14.7 K
speed ratio at that peak, fixed barrier: 1.023
dome volume: 2094 nm^3
nucleation rate for one nucleus: 1.91e-04 per nm^3 per ns
nucleation barrier: 2.41 eV
model nucleation rate: 2.6e-14 per nm^3 per ns
barrier at which one nucleus is expected: 0.94 eV
interface energy at that barrier: 0.29 eV/nm^2
```
